# Separating grain-boundary diffusivity from segregation factor times width

## Problem

A dilute metallic solute enters coarse-grained gold from a surface where its concentration in the grains is held at $c_0$ from $t=0$. Each grain boundary is a slab of width $\delta$ and diffusivity $D_b$, normal to the surface. The grains have the much smaller lattice diffusivity $D$. At the slab faces the boundary concentration is $c_b=s\,c$, with a segregation factor $s$ that depends on temperature but not on concentration. Boundaries are far apart compared with $\sqrt{Dt}$ and do not move. Define

$$\alpha=\frac{s\delta}{2\sqrt{Dt}},\qquad \beta=\frac{s\delta D_b}{2D\sqrt{Dt}},\qquad P=s\delta D_b .$$

Kinetics with $\alpha\gg1$ is called type C. Kinetics with $\alpha\ll1$ and $\beta\gg1$ is called type B. Thin layers are removed parallel to the surface, and the solute content of each is measured on a relative scale.

(a) Find the Laplace transform in time of the layer content, neglecting lattice diffusion along the depth $y$.

(b) Show which transport quantity each regime yields, and find the leading effect of leakage into the grains on a type-C profile.

(c) Find $D_b$ and $s\delta$ at 500 K from the data below. Here $\ell$ is the depth scale obtained by fitting each type-B profile with the function found in (b), with free amplitude, between about $1.5\ell$ and $5\ell$.

| $T$ (K) | $t$ (s) | $D$ (nm²/s) | $\ell$ (nm) |
|---|---|---|---|
| 600 | $2\times10^6$ | $7.597\times10^{-3}$ | 9299 |
| 640 | $3\times10^5$ | $6.693\times10^{-2}$ | 5628 |
| 680 | $5\times10^4$ | $0.4565$ | 3506 |
| 720 | $1\times10^4$ | $2.515$ | 2292 |

The type-C anneal lasted $10^4$ s at 500 K, where $D=7.191\times10^{-6}$ nm²/s. Contents were taken every 300 nm from 300 to 3600 nm. Some of them, relative to the first, are:

| $y$ (nm) | 900 | 1500 | 2100 | 2700 | 3300 |
|---|---|---|---|---|---|
| content | 0.5561 | 0.2615 | 0.1025 | 0.0331 | 0.0088 |

(d) How uncertain is $s\delta$, and what remains unseparated?

(e) A gold layer 1000 nm thick has the solute source on one side and a perfect sink on the other. Which of the separated quantities sets the time lag of the emerging solute, and which sets the steady leak?

The data are synthetic. They come from a two-dimensional numerical solution of this model, which keeps lattice diffusion along $y$. Its inputs are disclosed in part (c) of the solution.

## Solution

### (a) Layer content

Let $x$ be the distance into a grain from the slab face. Solute leaves the slab through two faces, so conservation per unit slab volume gives

$$\frac{\partial c_b}{\partial t}=D_b\frac{\partial^2c_b}{\partial y^2}+\frac{2D}{\delta}\left.\frac{\partial c}{\partial x}\right|_{x=0},\qquad \frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The last term of the first equation is negative when solute flows into the grains, as it should be. With transform variable $p$ and no solute at the start, the bounded grain solution is

$$\hat c(x)=\frac{\hat c_b}{s}\,e^{-x\sqrt{p/D}},\qquad \left.\frac{\partial\hat c}{\partial x}\right|_0=-\sqrt{\frac pD}\,\frac{\hat c_b}{s}.$$

Inserting this slope in the boundary equation gives

$$D_b\,\hat c_b''=(p+k\sqrt p)\,\hat c_b,\qquad k=\frac{2\sqrt D}{s\delta},\qquad k\sqrt t=\frac1\alpha .$$

The surface condition is $\hat c_b(0)=sc_0/p$, so

$$\hat c_b=\frac{sc_0}{p}\exp\!\left[-y\sqrt{\frac{p+k\sqrt p}{D_b}}\right].$$

A layer contains slab and grain solute. Per unit depth and unit boundary length,

$$\hat m=\delta\hat c_b+2\int_0^\infty\hat c\,dx=\delta\hat c_b+\frac{2}{s}\sqrt{\frac Dp}\,\hat c_b=\delta\hat c_b\left(1+\frac{k}{\sqrt p}\right).$$

The neglected term $D\,\partial^2c/\partial y^2$ is of relative size $Dt/(\text{depth scale})^2$. This is about $D/D_b$ in type C and $1/\beta$ in type B, by the value of $\ell$ found below. Direct entry from the surface into the grains reaches only a few $\sqrt{Dt}$, so the profiles must be read deeper than that.

### (b) What each regime yields

**Type C.** Times of order $t$ correspond to $p\sim1/t$, where $k/\sqrt p\sim1/\alpha$ is small. To lowest order $\hat m=\delta sc_0\,p^{-1}e^{-q\sqrt p}$ with $q=y/\sqrt{D_b}$. This is the transform of the constant-source solution of the one-dimensional diffusion equation:

$$m=\delta s c_0\,\operatorname{erfc}z,\qquad z=\frac{y}{2\sqrt{D_bt}} .$$

The shape gives $D_b$. The product $s\delta$ appears only in the amplitude, which a relative measurement leaves unknown.

For the leakage, expand the square root:

$$\sqrt{p+k\sqrt p}=\sqrt p+\frac k2-\frac{k^2}{8\sqrt p}+\dots$$

The constant $k/2$ contributes the factor $e^{-kq/2}$. Since $q=2z\sqrt t$, this equals $e^{-z/\alpha}$. The factor $1+k/\sqrt p$ in $\hat m$ adds $k\,p^{-3/2}e^{-q\sqrt p}$, whose inverse follows by integrating the lowest-order pair over $q$:

$$p^{-3/2}e^{-q\sqrt p}=\int_q^\infty\frac{e^{-q'\sqrt p}}{p}\,dq'\ \longrightarrow\ \int_q^\infty\operatorname{erfc}\frac{q'}{2\sqrt t}\,dq'=2\sqrt t\,\operatorname{ierfc}z,$$

where $\operatorname{ierfc}z=e^{-z^2}/\sqrt\pi-z\operatorname{erfc}z$. With $2k\sqrt t=2/\alpha$,

$$\frac{m}{\delta sc_0}\simeq e^{-z/\alpha}\left[\operatorname{erfc}z+\frac2\alpha\operatorname{ierfc}z\right].\tag{1}$$

The first omitted term comes from $-k^2/(8\sqrt p)$. It contributes $\tfrac18qk^2\,p^{-3/2}e^{-q\sqrt p}$, that is

$$\frac{(2z\sqrt t)\,k^2\,(2\sqrt t)}{8}\operatorname{ierfc}z=\frac{z}{2\alpha^2}\operatorname{ierfc}z .$$

Leakage removes solute that would have travelled deeper and stores it preferentially near the surface. The profile becomes steeper, and a plain erfc fit returns too small a $D_b$.

**Type B.** Now $k/\sqrt p\sim1/\alpha$ is large. Keep $k\sqrt p$ in the exponent and $k/\sqrt p$ in the prefactor. Since $\delta sk=2\sqrt D$ and $k/D_b=2\sqrt D/P$,

$$\hat m\simeq2\sqrt D\,c_0\,p^{-3/2}\exp\!\left[-y\left(\frac{2\sqrt D}{P}\right)^{1/2}p^{1/4}\right].$$

The separate quantities $s\delta$ and $D_b$ have dropped out, leaving $P$. Put $p=p'/t$. The exponent becomes $-w\,p'^{1/4}$, with

$$w=\frac y\ell,\qquad \ell^2=P\sqrt{\frac{t}{4D}}=\beta Dt .$$

Expand the exponential and invert each power with Hankel's integral, $\frac1{2\pi i}\int e^{p'}p'^{-a}dp'=1/\Gamma(a)$:

$$m=2\sqrt{Dt}\,c_0\,M(w),\qquad M(w)=\sum_{n=0}^\infty\frac{(-w)^n}{n!\,\Gamma(\frac32-\frac n4)} .$$

A fit of $M(y/\ell)$ gives $\ell$, and then

$$P=\ell^2\sqrt{\frac{4D}{t}}.\tag{2}$$

A straight-line version also exists. Evaluated for $1.5\le w\le5$, $\ln M$ is nearly linear in $w^{6/5}$, with fitted slope $-\lambda$, $\lambda=0.776$; the local slope magnitude varies from about 0.76 to 0.83. If the measured slope is $g=-d\ln m/dy^{6/5}=\lambda\,\ell^{-6/5}$, then $\ell^2=(\lambda/g)^{5/3}$ and

$$P=2\lambda^{5/3}\sqrt{\frac Dt}\,g^{-5/3}=1.31\sqrt{\frac Dt}\,g^{-5/3}.$$

The power 6/5 belongs to this finite range. For large $w$ the inversion exponent $p'-wp'^{1/4}$ is stationary at $p'=(w/4)^{4/3}$, where it equals $-3(w/4)^{4/3}$, so the leading decay has the power 4/3.

**Combination.** At one temperature,

$$s\delta=\frac{P}{D_b}.\tag{3}$$

At a fixed temperature $\alpha\propto t^{-1/2}$, so going from $\alpha\approx10$ to $\alpha\approx0.1$ takes $10^4$ times as long: a type-C anneal of $10^4$ s would become one of $10^8$ s, about three years. Here $P$ is therefore measured at higher temperatures and extrapolated. If $s=s_0e^{H_s/kT}$ and $D_b=D_{b0}e^{-Q_b/kT}$, then $\ln P$ is linear in $1/kT$ with activation energy $E_P=Q_b-H_s$. This requires that neither the boundary structure nor the segregation law changes over the extrapolated interval.

### (c) The numbers

At 600 K equation (2) gives

$$P=(9299)^2\sqrt{\frac{4(7.597\times10^{-3})}{2\times10^6}}=1.066\times10^4\ \text{nm}^3/\text{s}.$$

The other three temperatures give $2.992\times10^4$, $7.428\times10^4$ and $1.667\times10^5$ nm³/s. With $X=1/kT$, the four abscissae are 19.34, 18.13, 17.07 and 16.12 eV⁻¹, with mean $\bar X=17.66$ eV⁻¹. A least-squares line through $\ln P$ has slope $-0.853$ eV and mean ordinate 10.705. At 500 K, $X_C=23.21$ eV⁻¹, so

$$\ln P=10.705-0.853\,(23.209-17.664)=5.975,\qquad P=394\ \text{nm}^3/\text{s}.$$

A plain erfc fit to the logarithms of the twelve type-C contents, with free amplitude, gives $D_b=75.6$ nm²/s. (The six contents listed in the problem alone give 75.3 nm²/s for this fit and the same 80.0 nm²/s for the corrected fit below.) Equation (1) needs $\alpha$, but this brings in no new unknown: by (3),

$$\alpha=\frac{P}{2D_b\sqrt{Dt}},\qquad \sqrt{Dt}=0.268\ \text{nm}.$$

Fitting (1) with $\alpha$ tied to $D_b$ in this way gives

$$D_b=80.0\ \text{nm}^2/\text{s}=8.0\times10^{-13}\ \text{cm}^2/\text{s},\qquad \alpha=\frac{394}{2(80.0)(0.268)}=9.2 .$$

The fit can be checked at one depth. Here $2\sqrt{D_bt}=1788$ nm, so 300 and 2700 nm correspond to $z=0.168$ and $1.510$. Equation (1) gives 0.886 and 0.0293, a ratio of 0.0331, as measured. The plain fit gives 0.0349 for the same ratio.

Equation (3) then gives

$$s\delta=\frac{393.6}{79.97}=4.92\ \text{nm}=4.9\times10^{-7}\ \text{cm}.$$

The values used to generate the data were $D_b=79.7$ nm²/s, $P=406$ nm³/s and $s\delta=5.09$ nm. The corrected $D_b$ is therefore 0.3% above its true value, while $s\delta$ is 3.3% below. Most of the latter error lies in $P$: the type-B values are low by 2.0% at 600 K and 1.0% at 720 K, and extrapolation enlarges this trend to 3.0%. The type-B anneals had $\alpha=0.014$ to $0.008$, and fitting the limit $\alpha\to0$ to profiles with these values of $\alpha$ lowers $P$ by about 2% and 1%, which accounts for the bias.

The plain fit gives $s\delta=5.20$ nm, which is closer to the truth than the corrected value. This is a cancellation: its $D_b$ is 5% low and the extrapolated $P$ is 3% low, and the ratio hides both.

The leakage correction itself has a limited meaning here. The lattice diffusion length, 0.268 nm, is slightly less than the distance between neighbouring gold atoms, about 0.29 nm. A continuum description of the grain is then only an estimate, and the 5% difference between the fits indicates the size of what is at stake.

### (d) Uncertainty and what remains joined

The data contain no random scatter. Suppose real measurements had independent standard errors $\sigma_P=0.10$ in each $\ln P$ and $\sigma_D=0.05$ in $\ln D_b$. The mean ordinate and the slope of a least-squares line are uncorrelated, with variances $\sigma_P^2/N$ and $\sigma_P^2/S$, where $S=\sum(X_i-\bar X)^2=5.78$ eV⁻². Hence

$$\operatorname{var}\ln(s\delta)=\sigma_D^2+\sigma_P^2\left[\frac1N+\frac{(X_C-\bar X)^2}{S}\right]=0.05^2+(0.10\times2.36)^2=0.241^2 .$$

The factor 2.36 is the price of extrapolating. The result would be quoted as roughly 3.9 to 6.3 nm at one standard error. This treats the errors of $P$ and $D_b$ as independent. Because the leakage correction uses $P$, the fitted $D_b$ falls slightly when $P$ rises, which increases the standard error from 0.241 to about 0.25.

Two systematic errors deserve separate treatment:

- By (2), $P\propto\sqrt D$ at fixed measured $\ell$. If the lattice activation energy is 0.05 eV too high, with $D$ correct at $\bar X$, the extrapolated $P$ is multiplied by $\exp[-\tfrac12(0.05)(5.55)]=0.87$.
- If $P$ is evaluated 2 K above the true temperature of the type-C anneal, it is 8% too large.

Equation (3) separates $D_b$ from $s\delta$, but not $s$ from $\delta$. Assuming $\delta=0.5$ nm gives $s=9.8$, and this value is only as good as the assumed width. Nor does one type-C temperature split $E_P$: it gives $Q_b-H_s=0.853$ eV (0.85 eV in the inputs). Type-C runs at further temperatures would give $Q_b$, and then $H_s=Q_b-E_P$.

The dilute assumption can be checked afterwards. For a solute fraction $x_0=10^{-3}$ in the grain at the surface, the boundary occupancy is about $sx_0=0.01$, so site saturation would change $s$ by about 1%.

### (e) Delay and leak through a layer

Neglect leakage into the grains. Let $u=c_b$, with $u(0)=u_0=sc_0$, $u(h)=0$ and steady profile $u_\infty=u_0(1-y/h)$. Define the accumulated deficit $v(y)=\int_0^\infty(u_\infty-u)\,dt$. Integrating the diffusion equation for $u_\infty-u$ over all time gives

$$D_bv''=-u_\infty,\qquad v(0)=v(h)=0 .$$

One integration gives $v'=A-(u_0/D_b)(y-y^2/2h)$. The condition $v(h)=0$ requires $A=u_0h/(3D_b)$, so $v'(h)=-u_0h/(6D_b)$. The missing exit flux, integrated over time, is $-D_bv'(h)=u_0h/6$. Dividing by the steady flux $D_bu_0/h$ gives the time lag

$$t_L=\frac{h^2}{6D_b}=\frac{(1000)^2}{6(79.97)}\ \text{s}=2084\ \text{s}.$$

The steady leak per unit boundary length is

$$\delta D_b\frac{sc_0}{h}=\frac{Pc_0}{h}.$$

The time lag depends on $D_b$, the leak on $P$. The lag is the intercept of the late, straight part of the curve of total emerged solute, not the moment of first emergence. Without leakage into the grains, the exit flux relative to its steady value is $1+2\sum_{n\ge1}(-1)^n e^{-n^2\pi^2t/(6t_L)}$, which is already 0.19 at $t_L/2$ and 0.62 at $t_L$. For $x_0=10^{-3}$ the leak is 23 atoms per micrometre of boundary per second. The neglected uptake up to the time $t_L$ is at most that of two grain faces held at their final concentration from the start, $4\sqrt{Dt_L/\pi}/(s\delta)=0.056$ of the steady boundary content. Uptake by isolated grains continues as $\sqrt t$, so the apparent lag depends on when and how it is read. At $t=10\,t_L$, taking $t$ minus the total solute emerged divided by the steady flux $Pc_0/h$ gives a lag about 16% longer than $t_L$, while the intercept of the tangent to the emerged total gives one about 8% longer. Since $\sqrt{Dt}$ is only 0.12 nm at $t_L$ and 0.39 nm at $10\,t_L$, about one atomic spacing or less, these uptake figures are continuum estimates of size, as in part (c).

**Beside a real contact.** The parameters are round model values, not data for a particular solute. The geometry of part (e) is that of a gold finish over a nickel layer on a contact, where nickel reaching the surface can oxidize. With the model's $Q_b=0.95$ eV, cooling to 400 K would lengthen the lag about 250 times, to some six days. Grains of 20 µm, assumed here for the diffusion samples, exceed the largest type-B $\sqrt{Dt}$ by a factor of 126, whereas grains of a few hundred nanometres would not be isolated in the type-B anneals. Shortening $\sqrt{Dt}$ tenfold would raise $\alpha$ to 0.14 at 600 K, at the edge of type B. Real boundaries also differ among themselves: one with twice the $D_b$ has half the lag, so the first breakthrough is set by the fast boundaries and not by the fitted average.

The remaining values are in the numerical output.

## Values computed for the example and the checks

```
INPUTS (round model values)
lattice: D0 1.0e+13 nm2/s, Q 1.80 eV
boundary: Db0 3.0e+11 nm2/s, Q_b 0.95 eV
s0 1.0, H_s 0.10 eV, delta 0.50 nm
TYPE B: T/K, t/s, D/(nm2/s), sqrt(Dt)/nm, alpha, beta
600 2e+06 7.597e-03 123.3 0.0140 5806
640 3e+05 6.693e-02 141.7 0.0108 1602
680 5e+04 4.565e-01 151.1 0.0091 545
720 1e+04 2.515e+00 158.6 0.0079 211
TYPE B: T/K, ell/nm, P fit, P 6/5 law, P true (nm3/s)
600 9299 1.0659e+04 1.0660e+04 1.0874e+04
640 5628 2.9920e+04 2.9918e+04 3.0383e+04
680 3506 7.4275e+04 7.4261e+04 7.5226e+04
720 2292 1.6665e+05 1.6661e+05 1.6840e+05
6/5-law slope lambda, w = 1.5 to 5: 0.7763
6/5-law prefactor 2 lambda^(5/3): 1.311
local slope range: 0.762 to 0.820
activation energy of P: 0.8529 eV
TYPE C: T 500 K, t 1e+04 s
D at T_C: 7.191e-06 nm2/s
sqrt(Dt) at T_C: 0.268 nm
gold neighbour distance (rough): 0.288 nm
true alpha 9.50, true beta 1.05e+08
type-C profile: depth/nm, content relative to first depth
300 1.00000
900 0.55613
1500 0.26145
2100 0.10246
2700 0.03314
3300 0.00878
3600 0.00419
P extrapolated 393.58, true 405.95 nm3/s
Db plain erfc fit: 75.64 nm2/s
Db leakage-corrected: 79.97 nm2/s
Db corrected: 7.997e-13 cm2/s
Db true: 79.72 nm2/s
s*delta plain 5.204, corrected 4.922 nm
s*delta true: 5.092 nm
alpha recovered: 9.18
s if delta = 0.50 nm is assumed: 9.84
ERRORS AND NEGLECTED EFFECTS
scatter assumed: ln P 0.10, ln Db 0.05
extrapolation lever: 2.360
standard error of ln(s*delta): 0.241
Q error 0.05 eV multiplies P(T_C) by 0.871
2 K mismatch multiplies P(T_C) by 1.082
solute fraction 1e-03: s*x = 0.0098
grain 20 um / largest sqrt(Dt): 126
USE at T_C: gold layer 1000 nm
boundary time lag: 2084 s
leaked/boundary content at the lag: 0.056
steady flux per boundary length: 23.18 atoms/(um s)
```
